# Van der Waals attraction of a one-oscillator molecule to a Drude metal: a numerical check

```python
"""
Van der Waals coefficient of a one-oscillator molecule above a Drude metal.
Result under test (Hartree atomic units, Gaussian electrostatics):
    E = -C3 / d^3,   C3 = alpha0 * w0 * ws / (8 * (w0 + ws)),   ws = wp / sqrt(2)
alpha0: static polarisability, w0: molecular oscillator frequency,
wp: bulk plasma frequency, ws: surface-plasmon frequency,
d: height above the sharp edge of the electron gas, xi: imaginary frequency.
The example uses rough typical values for silane on aluminium.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
LIGHT = 1.0 / sc.fine_structure
KB_AU = sc.k / sc.e / HARTREE_EV


def c3_formula(alpha0, w0, ws):
    return alpha0 * w0 * ws / (8 * (w0 + ws))


def polarisability(xi, alpha0, w0):
    return alpha0 * w0**2 / (w0**2 + xi**2)


def surface_response(xi, wp, gamma=0.0, share=0.0, w_inter=1.0):
    """(eps-1)/(eps+1) at imaginary frequency; share = interband weight."""
    chi = wp**2 * ((1 - share) / (xi * (xi + gamma))
                   + share / (w_inter**2 + xi * (xi + gamma)))
    return chi / (chi + 2)


def c3_integral(alpha_function, response_function):
    value = quad(lambda x: alpha_function(x) * response_function(x),
                 0, np.inf, epsabs=1e-12, epsrel=1e-10, limit=300)[0]
    return value / (4 * np.pi)


def pair_energy(alpha0, w0, ws, s):
    """Zero-point shift of one dipole component and its plasmon partner."""
    total = np.sqrt(w0**2 + ws**2 + 2 * w0 * ws * np.sqrt(1 - alpha0 * s))
    return 0.5 * (total - w0 - ws)


def bath_energy(alpha_tensor, w0, wp, d):
    """Diagonalise three dipole components plus discretised surface plasmons."""
    density = wp**2 / (4 * np.pi)
    x, weight = np.polynomial.laguerre.laggauss(8)
    n_angle = 4
    columns = []
    for xj, wj in zip(x, weight):
        k = xj / (2 * d)
        for angle in (np.arange(n_angle) + 0.5) * np.pi / n_angle:
            cell = k * wj / (2 * d) * (np.pi / n_angle) / (4 * np.pi**2)
            # wj already contains the factor exp(-2 k d) of the squared field
            amp = 2 * np.pi * np.sqrt(density / k) * np.sqrt(2 * cell)
            columns.append([0, 0, -k * amp])
            columns.append([k * np.cos(angle) * amp, k * np.sin(angle) * amp, 0])
    coupling = np.array(columns).T
    n_modes = coupling.shape[1]
    values, vectors = np.linalg.eigh(alpha_tensor)
    root_alpha = vectors @ np.diag(np.sqrt(values)) @ vectors.T
    ws2 = 2 * np.pi * density
    matrix = np.diag(np.r_[np.full(3, w0**2), np.full(n_modes, ws2)])
    matrix[:3, 3:] = w0 * root_alpha @ coupling
    matrix[3:, :3] = matrix[:3, 3:].T
    frequencies = np.sqrt(np.linalg.eigvalsh(matrix))
    return 0.5 * (frequencies.sum() - 3 * w0 - n_modes * np.sqrt(ws2))


def image_field(direction, d):
    """Field returned to a unit dipole by the charge on a static conductor."""
    p = np.array(direction, float)
    angles = (np.arange(8) + 0.5) * 2 * np.pi / 8

    def ring(radius):
        total = 0.0
        for a in angles:
            s = np.array([radius * np.cos(a), radius * np.sin(a), -d])
            r = np.linalg.norm(s)
            normal_field = 3 * (p @ s) * s[2] / r**5 - p[2] / r**3
            sigma = normal_field / (2 * np.pi)
            total += sigma * (-(s @ p)) / r**3
        return total * radius * 2 * np.pi / len(angles)
    return quad(ring, 0, np.inf, epsabs=1e-12, epsrel=1e-9)[0]


def retarded_energy(alpha0, w0, wp, d):
    """Molecule-wall energy with the finite speed of light, T = 0."""
    x, weight = np.polynomial.laguerre.laggauss(40)
    t, wt = np.polynomial.legendre.leggauss(200)
    total = 0.0
    for xj, wj in zip(x, weight):
        kappa = xj / (2 * d)
        top = np.arctan(LIGHT * kappa / w0)
        theta = 0.5 * top * (t + 1)
        xi = w0 * np.tan(theta)
        jacobian = 0.5 * top * wt * w0 / np.cos(theta)**2
        eps = 1 + wp**2 / xi**2
        inside = np.sqrt(kappa**2 + wp**2 / LIGHT**2)
        r_s = (kappa - inside) / (kappa + inside)
        r_p = (eps * kappa - inside) / (eps * kappa + inside)
        bracket = xi**2 * r_s - (2 * kappa**2 * LIGHT**2 - xi**2) * r_p
        inner = np.sum(jacobian * polarisability(xi, alpha0, w0) * bracket)
        total += wj / (2 * d) * inner
    return total / (2 * np.pi * LIGHT**2)


# ---------- inputs: rough values for silane above aluminium ----------
alpha_nm3, w0_ev, wp_ev, d_nm = 0.0047, 12.0, 15.0, 0.30
gamma_ev, share, inter_ev = 0.6, 0.3, 1.5
line1_ev, line2_ev = 10.0, 20.0
temperature, plane_shift_nm = 600.0, 0.04
bond_nm, work_ev = 0.148, 4.3
alpha0 = alpha_nm3 / BOHR_NM**3
w0, wp, d = w0_ev / HARTREE_EV, wp_ev / HARTREE_EV, d_nm / BOHR_NM
ws = wp / np.sqrt(2)
gamma, w_inter = gamma_ev / HARTREE_EV, inter_ev / HARTREE_EV
c3 = c3_formula(alpha0, w0, ws)

# ---------- test: surface-plasmon frequency from finite elements ----------
k_test, n_in, n_out = 0.3, 160, 110
grid = np.r_[np.linspace(-14 / k_test, 0, n_in + 1),
             np.linspace(0, 9 / k_test, n_out + 1)[1:]]
stiff_all = np.zeros((len(grid), len(grid)))
stiff_metal = np.zeros_like(stiff_all)
for i in range(len(grid) - 1):
    h = grid[i + 1] - grid[i]
    element = (np.array([[1, -1], [-1, 1]]) / h
               + k_test**2 * h / 6 * np.array([[2, 1], [1, 2]]))
    stiff_all[i:i + 2, i:i + 2] += element
    if i < n_in:
        stiff_metal[i:i + 2, i:i + 2] += element
ratio2, shapes = eigh(stiff_metal[1:-1, 1:-1], stiff_all[1:-1, 1:-1])
surface = ratio2[(ratio2 > 1e-6) & (ratio2 < 1 - 1e-6)]
assert len(surface) == 1
fem_ws = wp * np.sqrt(surface[0])
assert abs(fem_ws / ws - 1) < 1e-3          # finite-element mesh error
bulk = shapes[:, ratio2 > 1 - 1e-6]
assert bulk.shape[1] == n_in - 1
assert np.max(np.abs(bulk[n_in - 1:])) < 1e-6 * np.max(np.abs(bulk))

# ---------- test: static image fields from real-space surface charge ----------
field_z = image_field([0, 0, 1], 2.0) * 2.0**3
field_x = image_field([1, 0, 0], 2.0) * 2.0**3
assert abs(field_z - 1 / 4) < 1e-6 and abs(field_x - 1 / 8) < 1e-6

# ---------- test: diagonalised plasmon bath ----------
d_far = 60.0
c3_bath = -bath_energy(alpha0 * np.eye(3), w0, wp, d_far) * d_far**3
assert abs(c3_bath / c3 - 1) < 2e-4         # next order is alpha0/d^3
closed = (pair_energy(alpha0, w0, ws, 1 / (4 * d**3))
          + 2 * pair_energy(alpha0, w0, ws, 1 / (8 * d**3)))
bath_near = bath_energy(alpha0 * np.eye(3), w0, wp, d)
assert abs(bath_near / closed - 1) < 1e-8

# ---------- test: orientation law for a tilted axial molecule ----------
def axial_tensor(tilt):
    axis = np.array([np.sin(tilt), 0, np.cos(tilt)])
    return 20.0 * (np.eye(3) + np.outer(axis, axis))

def c3_oriented(tensor):
    return c3_formula((np.trace(tensor) + tensor[2, 2]) / 4, w0, ws)

for tilt in (0.0, np.radians(50), np.pi / 2):
    tensor = axial_tensor(tilt)
    numeric = -bath_energy(tensor, w0, wp, d_far) * d_far**3
    assert abs(numeric / c3_oriented(tensor) - 1) < 3e-4
upright_flat = c3_oriented(axial_tensor(0)) / c3_oriented(axial_tensor(np.pi / 2))

# ---------- test: imaginary-frequency integral and conductor limit ----------
def alpha_one(x):
    return polarisability(x, alpha0, w0)

c3_quad = c3_integral(alpha_one, lambda x: surface_response(x, wp))
assert abs(c3_quad / c3 - 1) < 1e-7
c3_conductor = c3_integral(alpha_one, lambda x: 1.0)
assert abs(c3_conductor / (alpha0 * w0 / 8) - 1) < 1e-7

# ---------- test: retarded energy in both distance limits ----------
near = retarded_energy(alpha0, w0, wp, 0.05) * 0.05**3 / (-c3)
assert abs(near - 1) < 2e-3
far_d = 1e6
far_law = -3 * alpha0 * LIGHT / (8 * np.pi * far_d**4)
assert abs(retarded_energy(alpha0, w0, wp, far_d) / far_law - 1) < 5e-3

# ---------- size of neglected effects, each taken alone ----------
def percent(ratio):
    return 100 * (ratio - 1)

energy = -c3 / d**3
c3_damped = c3_integral(alpha_one, lambda x: surface_response(x, wp, gamma))
c3_inter = c3_integral(
    alpha_one, lambda x: surface_response(x, wp, gamma, share, w_inter))
line1, line2 = line1_ev / HARTREE_EV, line2_ev / HARTREE_EV
part1 = (line2**2 - w0**2) / (line2**2 - line1**2)  # keeps alpha0 and f-sum
c3_spread = c3_integral(
    lambda x: polarisability(x, part1 * alpha0, line1)
    + polarisability(x, (1 - part1) * alpha0, line2),
    lambda x: surface_response(x, wp))
retard = retarded_energy(alpha0, w0, wp, d) / energy
d10 = 10.0 / BOHR_NM
retard10 = retarded_energy(alpha0, w0, wp, d10) / (-c3 / d10**3)
xi_n = 2 * np.pi * KB_AU * temperature * np.arange(1, 40001)
c3_warm = 0.5 * KB_AU * temperature * (
    0.5 * alpha0 + np.sum(alpha_one(xi_n) * surface_response(xi_n, wp, gamma)))
shifted = (1 - plane_shift_nm / d_nm)**-3
arm = bond_nm / 2
three_down = (3 * (d_nm - arm / 3)**-3 + (d_nm + arm)**-3) / 4 * d_nm**3
one_down = (3 * (d_nm + arm / 3)**-3 + (d_nm - arm)**-3) / 4 * d_nm**3
decay = 1 / (2 * np.sqrt(2 * work_ev / HARTREE_EV))
wall = 3 * decay * c3 / d**4
well = minimize_scalar(
    lambda z: (wall * np.exp(-(z - d) / decay) - c3 / z**3) * 1e3,
    bounds=(0.7 * d, 2 * d), method="bounded", options={"xatol": 1e-9})
assert abs(well.x / d - 1) < 1e-4
depth = well.fun / 1e3
assert abs(depth / energy - (1 - 3 * decay / d)) < 1e-6

# ---------- printed numbers ----------
mev = 1000 * HARTREE_EV
print("Rough inputs, silane above aluminium")
print(f"static polarisability alpha0 = {alpha_nm3:.4f} nm^3")
print(f"molecular oscillator energy = {w0_ev:.1f} eV")
print(f"bulk plasmon energy = {wp_ev:.1f} eV")
print(f"height above electron-gas edge d = {d_nm:.2f} nm")
print("Results")
print(f"surface-plasmon energy = {ws * HARTREE_EV:.3f} eV")
print(f"same from finite elements = {fem_ws * HARTREE_EV:.3f} eV")
print(f"image field * d^3, normal dipole = {field_z:.5f} (no unit)")
print(f"image field * d^3, parallel dipole = {field_x:.5f} (no unit)")
print(f"alpha0 in atomic units = {alpha0:.3f} bohr^3")
print(f"w0 in atomic units = {w0:.5f} hartree")
print(f"ws in atomic units = {ws:.5f} hartree")
print(f"C3 from formula = {c3:.5f} hartree bohr^3")
print(f"C3 from frequency integral = {c3_quad:.5f} hartree bohr^3")
print(f"C3 from plasmon bath, d = {d_far:.0f} bohr: {c3_bath:.5f} hartree bohr^3")
print(f"C3 converted = {c3 * HARTREE_EV * BOHR_NM**3:.6f} eV nm^3")
print(f"C3 for perfect conductor = {c3_conductor:.5f} hartree bohr^3")
print(f"attraction -C3/d^3 = {energy * mev:.2f} meV")
print(f"all orders in coupling, closed form = {closed * mev:.2f} meV")
print(f"all orders, diagonalised bath = {bath_near * mev:.2f} meV")
print(f"alpha0*s for normal dipole = {alpha0 / (4 * d**3):.4f} (no unit)")
print(f"C3 upright/flat, axial alpha ratio 2 = {upright_flat:.3f} (no unit)")
print("Neglected effects, change of the attraction, each alone")
print(f"higher orders in coupling: {percent(closed / energy):+.2f} %")
print(f"metal damping {gamma_ev:.1f} eV: {percent(c3_damped / c3):+.2f} %")
print(f"damping + interband share {share:.1f} at {inter_ev:.1f} eV: "
      f"{percent(c3_inter / c3):+.2f} %")
print(f"share of alpha0 in {line1_ev:.0f} eV line, rest at {line2_ev:.0f} eV: "
      f"{part1:.3f} (no unit)")
print(f"spectrum split into these two lines: {percent(c3_spread / c3):+.2f} %")
print(f"retardation at d = {d_nm:.2f} nm: {percent(retard):+.2f} %")
print(f"retardation at d = 10 nm: {percent(retard10):+.1f} %")
print(f"temperature {temperature:.0f} K, damped metal: "
      f"{percent(c3_warm / c3_damped):+.4f} %")
print(f"surface plane moved out by {plane_shift_nm:.2f} nm: "
      f"{percent(shifted):+.1f} %")
print(f"Si-H bond length used = {bond_nm:.3f} nm")
print(f"finite size, three H towards metal: {percent(three_down):+.1f} %")
print(f"finite size, one H towards metal: {percent(one_down):+.1f} %")
print(f"work function used = {work_ev:.1f} eV")
print(f"decay length of repulsion = {decay * BOHR_NM:.4f} nm")
print(f"Pauli repulsion at equilibrium: {percent(depth / energy):+.1f} %")
print(f"well depth with repulsion = {-depth * mev:.1f} meV")
print("all tests passed")
```

Output:

```
Rough inputs, silane above aluminium
static polarisability alpha0 = 0.0047 nm^3
molecular oscillator energy = 12.0 eV
bulk plasmon energy = 15.0 eV
height above electron-gas edge d = 0.30 nm
Results
surface-plasmon energy = 10.607 eV
same from finite elements = 10.607 eV
image field * d^3, normal dipole = 0.25000 (no unit)
image field * d^3, parallel dipole = 0.12500 (no unit)
alpha0 in atomic units = 31.717 bohr^3
w0 in atomic units = 0.44099 hartree
ws in atomic units = 0.38979 hartree
C3 from formula = 0.82031 hartree bohr^3
C3 from frequency integral = 0.82031 hartree bohr^3
C3 from plasmon bath, d = 60 bohr: 0.82031 hartree bohr^3
C3 converted = 0.003308 eV nm^3
C3 for perfect conductor = 1.74838 hartree bohr^3
attraction -C3/d^3 = -122.51 meV
all orders in coupling, closed form = -123.78 meV
all orders, diagonalised bath = -123.78 meV
alpha0*s for normal dipole = 0.0435 (no unit)
C3 upright/flat, axial alpha ratio 2 = 1.200 (no unit)
Neglected effects, change of the attraction, each alone
higher orders in coupling: +1.04 %
metal damping 0.6 eV: -1.80 %
damping + interband share 0.3 at 1.5 eV: -2.13 %
share of alpha0 in 10 eV line, rest at 20 eV: 0.853 (no unit)
spectrum split into these two lines: -3.93 %
retardation at d = 0.30 nm: -0.06 %
retardation at d = 10 nm: -15.4 %
temperature 600 K, damped metal: +0.0005 %
surface plane moved out by 0.04 nm: +53.6 %
Si-H bond length used = 0.148 nm
finite size, three H towards metal: +9.9 %
finite size, one H towards metal: +17.6 %
work function used = 4.3 eV
decay length of repulsion = 0.0471 nm
Pauli repulsion at equilibrium: -47.1 %
well depth with repulsion = 64.8 meV
all tests passed
```
